# Generalized Kohn-Sham frontier eigenvalues, slopes of $E(N)$, and total-energy gaps, part 2

When does the frontier eigenvalue gap equal the total-energy gap $I-A$? Algebra is in atomic units; numbers are in eV and ångström.

In a finite orthonormal basis, $K_x$ holds the Hermitian $\gamma$ with eigenvalues in $[0,1]$ and trace $x$. The functional $E[\gamma]$ is continuously differentiable, with derivative $F[\gamma]$, the generalized Kohn-Sham (GKS) operator; Hartree-Fock (HF) is one case. $E(x)=\min_{\gamma\in K_x}E[\gamma]$, $I=E(N-1)-E(N)$, $A=E(N)-E(N+1)$. $P_\phi=|\phi\rangle\langle\phi|$, $\|D\|_1$ sums absolute eigenvalues, and $\omega(\eta)=\sup\{\|F[\gamma]-F[\gamma']\|:\|\gamma-\gamma'\|_1\le\eta\}\to0$ with $\eta$, where $\|\cdot\|$ is the largest absolute eigenvalue. Then
$$\big|E[\gamma+D]-E[\gamma]-\operatorname{Tr}F[\gamma]D\big|\le\|D\|_1\,\omega(\|D\|_1).\tag{1}$$

**Stage 1.** For fixed $F$ with ordered eigenvalues $\varepsilon_i$, $\gamma\in K_{N+x}$ and $\mu\in[\varepsilon_N,\varepsilon_{N+1}]$,
$$\operatorname{Tr}F\gamma-\sum_{i\le N}\varepsilon_i\ \ge\ \mu x.\tag{2}$$
For a linear functional, $I-A=\varepsilon_{N+1}-\varepsilon_N$.

**Stage 2.** If the minimiser $\gamma_0$ on $K_N$ is a projector, it commutes with $F_0=F[\gamma_0]$. The highest occupied and lowest empty eigenvectors $H,L$ have eigenvalues $\varepsilon_H\le\varepsilon_L$, and for $\gamma\in K_{N+x}$
$$\operatorname{Tr}F_0(\gamma-\gamma_0)\ge x\,\varepsilon_L\ \ (x\ge0),\qquad\operatorname{Tr}F_0(\gamma-\gamma_0)\ge x\,\varepsilon_H\ \ (x\le0),\tag{3}$$

**Theorem A.** If the minimiser on $K_N$ is a unique projector, then
$$\lim_{\delta\to0^+}\frac{E(N+\delta)-E(N)}{\delta}=\varepsilon_L,\qquad\lim_{\delta\to0^+}\frac{E(N)-E(N-\delta)}{\delta}=\varepsilon_H.$$
Its proof uses
$$E(N+\delta)\le E(N)+\delta\,\varepsilon_L+\delta\,\omega(\delta)\tag{4}$$
and, for minimisers $\gamma_k$ on $K_{N+\delta_k}$, $\delta_k\to0^+$, with removed charge $\delta_k\rho$ ($\rho\ge0$, $\operatorname{Tr}\rho=1$),
$$\frac{E(N+\delta_k)-E(N)}{\delta_k}\ \ge\ \operatorname{Tr}F[\gamma_k]\rho-\omega(\delta_k).\tag{5}$$

On a differentiable branch where only one occupation $\delta$ varies, with eigenvalue $\varepsilon_f(\delta)$,
$$-A=\int_0^1\varepsilon_f(\delta)\,d\delta.\tag{6}$$

Richardson slopes are $2S(x)-S(2x)$ with $S(x)=[E(N+x)-E(N)]/x$. The excess is $I-A-(\varepsilon_L-\varepsilon_H)$; for water in HF (6-31G) it is $-2.93$ eV, a sign still to be explained.

## Stage 5: a quadratic hybrid and a two-sided bound

To follow the excess with size, take spinless electrons on sites $i$, with $n_i=\gamma_{ii}$, $0\le\alpha\le1$ and
$$E[\gamma]=\operatorname{Tr}h\gamma+\tfrac12\sum_{ij}w_{ij}(n_i-\tfrac12)(n_j-\tfrac12)-\tfrac\alpha2\sum_{ij}w_{ij}|\gamma_{ij}|^2.$$
The real symmetric $w$ has positive elements and is positive definite. Insert $\gamma_0+\Delta$. The Hartree term gains $\sum_{ij}w_{ij}(n^0_j-\tfrac12)\Delta_{ii}+\tfrac12\sum_{ij}w_{ij}\Delta_{ii}\Delta_{jj}$, the two equal cross terms cancelling the factor $\tfrac12$. With $|\gamma_{ij}+\Delta_{ij}|^2=|\gamma_{ij}|^2+\gamma_{ij}\Delta_{ji}+\gamma_{ji}\Delta_{ij}+|\Delta_{ij}|^2$, the exchange term gains $-\alpha\sum w_{ij}\gamma^0_{ij}\Delta_{ji}-\tfrac\alpha2\sum w_{ij}|\Delta_{ij}|^2$. Comparing the linear part with $\operatorname{Tr}F_0\Delta=\sum F_{ij}\Delta_{ji}$,
$$F_{ij}=h_{ij}+\delta_{ij}\sum_kw_{ik}(n_k-\tfrac12)-\alpha w_{ij}\gamma_{ij},$$
and exactly
$$E[\gamma_0+\Delta]-E[\gamma_0]=\operatorname{Tr}F_0\Delta+\tfrac12\sum_{ij}w_{ij}\Delta_{ii}\Delta_{jj}-\tfrac\alpha2X,\qquad X=\sum_{ij}w_{ij}|\Delta_{ij}|^2\ge0.\tag{7}$$

Upper bound. For $\Delta=P_L$, $\Delta_{ii}\Delta_{jj}=|L_i|^2|L_j|^2=|\Delta_{ij}|^2$, so both quadratic sums equal $J_L=\sum w_{ij}|L_i|^2|L_j|^2$ and
$$E[\gamma_0+P_L]-E[\gamma_0]=\varepsilon_L+\tfrac12(1-\alpha)J_L.\tag{8}$$
The minimum on $K_{N+1}$ lies at or below this trial value. For $\Delta=-P_H$ the linear term is $-\varepsilon_H$ and the quadratic terms keep their sign.

Lower bound. Let $\Delta_\pm=\gamma_{N\pm1}-\gamma_0$ be the true changes, with $X_\pm$ from (7). The linear term obeys (3) with $x=\pm1$, and the Hartree sum is non-negative because $w$ is positive definite. Therefore
$$\varepsilon_L-\tfrac\alpha2X_+\le-A\le\varepsilon_L+\tfrac12(1-\alpha)J_L,\qquad-\varepsilon_H-\tfrac\alpha2X_-\le I\le-\varepsilon_H+\tfrac12(1-\alpha)J_H.\tag{9}$$

Limits. At $w=0$ both sides close on Stage 1. At $\alpha=1$ the upper bounds are $-A\le\varepsilon_L$ and $I\le-\varepsilon_H$, so $I-A\le\varepsilon_L-\varepsilon_H$. The cancellation behind this, Hartree against exchange self-interaction of a single spin-orbital, holds for any two-electron interaction, which fixes the negative HF excess of water. At $\alpha=0$ the lower bounds are the eigenvalues themselves.

## Stage 6: many cells

Let the system be a ring of $M$ cells with $b$ sites each, let $\gamma_0$ be invariant under cell translations, and let $W=\max_i\sum_jw_{ij}$ stay bounded as $M$ grows. $F_0$ is then translation-invariant, $L$ and $H$ can be chosen as Bloch states, and each cell carries weight $1/M$, so $|L_j|^2\le1/M$. Then $J_L\le\sum_i|L_i|^2\,W/M=W/M$, and likewise for $J_H$. Call the added carrier delocalised if $|\Delta_{ij}|\le c/M$ for all $i,j$ with $c$ independent of $M$. In that case $X\le bM\cdot W\cdot c^2/M^2=bWc^2/M$. Adding the two lines of (9):

**Theorem B (quadratic hybrid, summable interaction).** Always $I-A\le\varepsilon_L-\varepsilon_H+(1-\alpha)W/M$. The difference $I-A-(\varepsilon_L-\varepsilon_H)$ is $O(1/M)$ if $\alpha=0$, or if both carriers delocalise, and it tends to zero whenever $\alpha X_\pm\to0$.

For a twice differentiable functional, Taylor's formula replaces (7) by $\operatorname{Tr}F_0\Delta+\int_0^1(1-\tau)\,\mathcal K_\tau[\Delta,\Delta]\,d\tau$, with $\mathcal K_\tau$ the second derivative at $\gamma_0+\tau\Delta$. Assume $|\mathcal K_\tau[\Delta,\Delta]|\le\sum\kappa_{ij,kl}|\Delta_{ij}||\Delta_{kl}|$ with $\sum_{jkl}\kappa_{ij,kl}\le\bar\kappa$ for each $i$, uniformly in $M$. If $|\Delta_{ij}|\le c/M$, the remainder is at most $\tfrac12\,bM\bar\kappa c^2/M^2=b\bar\kappa c^2/2M$. The Bloch trial has $c=1$, so the upper bound is unconditional again. The lower bound needs either delocalisation or convexity, $\mathcal K_\tau\ge0$. Local exchange, proportional to minus the $4/3$ power of the density, is concave, so semilocal functionals cannot be placed under the convex case by inspection of their terms; their kernel, a $-2/3$ power for local exchange, is bounded only where the density stays away from zero.

The bare Coulomb interaction is not summable. Its scale follows from one electron spread uniformly over a sphere of radius $R$. The radial density is $3r^2/R^3$, two shells interact as $1/r_>$, the charge inside $r$ is $r^3/R^3$, and a factor 2 counts both orderings:
$$J=2\int_0^R\frac{3r^2}{R^3}\,\frac1r\,\frac{r^3}{R^3}\,dr=\frac{6}{R^6}\frac{R^5}{5}=\frac{6}{5R}.$$
This is 1.728 eV at $R=10$ Å and 0.864 eV at $R=20$ Å. For a carrier spread through a three-dimensional crystallite the margin in the upper bound therefore falls as $M^{-1/3}$, not $1/M$.

### The ring

Take $b=2$, sites $i=0,\dots,2M-1$ at spacing $a=2$ Å, hopping $-t$ between neighbours with $t=1$ eV, site energies $-1$ eV on even sites (A) and $+1$ eV on odd sites (B), $N=M$ and $M$ even. The interaction $Ue^{-d/\lambda}$, with $U=10$ eV and $\lambda=2$ Å, is summed over all images on the ring of length $\ell=2Ma$. The two geometric series $\sum_{m\ge0}e^{-(d+m\ell)/\lambda}+\sum_{m\ge1}e^{-(m\ell-d)/\lambda}$ give $w(d)=U[e^{-d/\lambda}+e^{-(\ell-d)/\lambda}]/(1-e^{-\ell/\lambda})$. With $r=e^{-a/\lambda}=e^{-1}$, the eigenvalues of $w$ are $U\sum_{m\in\mathbb Z}r^{|m|}e^{iqm}=U(1-r^2)/(1-2r\cos q+r^2)>0$. "Bloch solution" below means the real, translation-symmetric aufbau solution, found by self-consistent iteration with linear mixing.

Two exact relations organise the numbers. First, let $S=\operatorname{diag}((-1)^i)$ and map $\gamma\to1-S\gamma S$, followed by a shift of one site. The hopping energy is unchanged, since $S$ reverses the sign of the hopping and $1-\gamma$ reverses it back. The stagger energy changes sign, and the shift restores it. The Hartree term is even in $n_i-\tfrac12$, and $|\gamma_{ij}|^2$ is unchanged for $i\ne j$. On the diagonal $n_i^2\to n_i^2+1-2n_i$, which adds $-\tfrac\alpha2w_0(2M-2\operatorname{Tr}\gamma)$, where $w_0=w_{ii}$ equals $U$ up to terms of order $e^{-\ell/\lambda}$. With $\operatorname{Tr}\gamma=M+x$,
$$E(M-x)=E(M+x)+\alpha w_0x.$$
The limit $x\to0^+$ with Theorem A gives $\varepsilon_H+\varepsilon_L=-\alpha w_0$. The case $x=1$ gives $I=-A+\alpha w_0$, so $I+\varepsilon_H=-A-\varepsilon_L$: electron and hole have the same excess.

Second, take the state with amplitude $(-1)^c/\sqrt M$ on the B site of cell $c$. An A site has B sites at distances $\pm d$ with $d$ odd, whose cell indices differ by $d$, so their amplitudes are opposite. If $\gamma_0$ keeps the reflection symmetry of the ring (cell translations alone would allow bond alternation), reflection about the A site makes the two elements of $F_0$ equal, so the coupling to A cancels and the state is an eigenvector. If it is the band edge, $MJ_L=U\sum_mr^{2|m|}=U(1+r^2)/(1-r^2)=U\coth1=13.1304$ eV. The computed $L$ gives $MJ_L=13.1304$ eV at $M=24,48,96$.

For $\alpha=0.25$ and $M=16$, $\varepsilon_H=-1.872941$ eV and $\varepsilon_L=-0.627059$ eV, whose sum is $-2.5$ eV $=-\alpha U$. The Richardson slopes with $x=\pm0.001$ are $-1.872941$ and $-0.627059$ eV. Five-point Gauss-Legendre quadrature of (6) gives $-0.330587$ eV, the same as the energy difference $-A=-0.330587$ eV, which lies $0.627059-0.330587=0.296472$ eV above $\varepsilon_L$. The size series, in eV, is:

| $M$ | gap | $I-A$ | $-A-\varepsilon_L$ | $MX_+$ |
|---|---|---|---|---|
| 24 | 1.245914 | 1.641186 | 0.19764 | 10.6294 |
| 48 | 1.245915 | 1.443540 | 0.09881 | 10.6229 |
| 96 | 1.245915 | 1.344724 | 0.04940 | 10.6198 |

At $M=24$ the bounds in (9) on $-A-\varepsilon_L$ are $-0.125\times10.6294/24=-0.05536$ eV and $0.375\times13.1304/24=0.20516$ eV. The value 0.19764 eV lies $0.0075$ eV below the upper one, and by (8) that difference is the energy gained by orbital relaxation. The total excess is $1.641186-1.245914=0.395272$ eV, twice the electron excess. Multiplied by $M$ it is 9.4865, 9.4860 and 9.4857 eV for the three sizes, so the $1/M$ law holds with a large coefficient: at $M=96$, $I-A$ still exceeds the gap by $0.0988$ eV, about 8% of the gap. A quadratic in $1/M$ through the three points has Lagrange weights $\tfrac13,-2,\tfrac83$ at $1/M=0$:
$$\tfrac13(1.641186)-2(1.443540)+\tfrac83(1.344724)=0.547062-2.887080+3.585931=1.24591\ \text{eV}.$$
The extrapolated total-energy gap and the band gap are both $1.24591$ eV $=0.045787$ hartree.

These numbers belong to the Bloch solutions, and they equal $I-A$ only if those are the global minima. At $M=16$, quasi-Newton (L-BFGS) minimisation over $N\pm1$ unconstrained real orbitals, started from a carrier bound to one site by a temporary 5 eV potential, returns to the Bloch energy within $1.6\times10^{-13}$ eV at $\alpha=0.25$ and $1.8\times10^{-13}$ eV at $\alpha=0$ (gap 0.582 eV). At $\alpha=0$ the global property is proved: (7) holds about any reference, an aufbau solution minimises the linear term by (2) with $x=0$, and the quadratic term is non-negative. At $\alpha=0.25$ the return is evidence at one size, not proof.

## Stage 7: where the equality fails

### Self-trapping

At $\alpha=1$ the same ring has a gap of $6.57829$ eV at $M=24$ and $48$; the symmetric neutral solution is taken as the minimum. On the Bloch solutions $I-A$ differs from the gap by $-0.03145$ and $-0.01539$ eV, a ratio of 2.04, and $X_+$ falls from $0.71253$ to $0.35341$ eV. On this branch the equality is approached from below. The free minimisation from the localised start finds lower states: the difference is $-0.13453$ eV at both sizes, $I-A=6.57829-0.13453=6.44376$ eV, and $X_+=4.9403$ eV at both sizes. These states need not be the global minima, but lower ones would only lower $I-A$ further. The shortfall of at least 0.134 eV, 2% of the gap, does not shrink between the two sizes. The lower bound in (9) allows $-X_+/2=-2.47$ eV for the electron, far below the $-0.067$ eV of the state found (half of $-0.13453$ eV, by the electron-hole symmetry); it shows why the proof stops, not how deep the trap is.

Theorem A is not violated. At fixed $M$ the slope at $\delta\to0^+$ is still $\varepsilon_L$; the failure lies between $\delta=0$ and $\delta=1$, where the minimiser leaves the Bloch branch. The nuclei play no part, so the trapping is electronic. It is shown here for the mean-field functional only, not for the exact ground state of the same Hamiltonian.

A continuum picture is offered as a conjecture. If the negative Bloch excess $-g/2M$ per carrier is local in the carrier density, an envelope $\psi(y)$, with $y$ measured in cells and effective mass $m$ in the matching units, has energy $\int(|\psi'|^2/2m-\tfrac g2|\psi|^4)\,dy$ relative to the band edge. For a normalised envelope of width $u$ the terms scale as $c_1/u^2-c_2/u$ with positive constants. Setting the derivative $-2c_1/u^3+c_2/u^2$ to zero gives $u=2c_1/c_2$ and energy $-c_2^2/4c_1$, independent of $M$. Any $g>0$ then traps in one dimension once the ring is long enough that $c_2^2/4c_1>g/2M$. The picture addresses the size independence of the trap; it is qualitative and is not used to predict the depth. In three dimensions the energy scales as $c_1/u^2-c_3/u^3$, which is negative only for $u<c_3/c_1$. The envelope cannot be narrower than about one cell, so within this picture trapping requires a coupling strong enough that $c_3/c_1$ exceeds that size.

### Restriction to local potentials

The optimized effective potential (OEP) method keeps the functional but admits only $\gamma(v,\delta)=\gamma(v,0)+\delta P_{L(v)}$, built from eigenvectors of a Hamiltonian with a local potential $v$. Let $G(v,\delta)=E[\gamma(v,\delta)]$, let $v_\delta$ minimise it with $v_\delta\to v_0$, and put $\lambda(v)=\langle L(v)|F[\gamma(v,0)]|L(v)\rangle$. By (1), $G(v,\delta)=G(v,0)+\delta\lambda(v)+o(\delta)$ uniformly in $v$. Using $v_0$ as a trial, $G(v_\delta,\delta)\le G(v_0,0)+\delta\lambda(v_0)+o(\delta)$. Using $G(v_\delta,0)\ge G(v_0,0)$, $G(v_\delta,\delta)\ge G(v_0,0)+\delta\lambda(v_\delta)+o(\delta)$. By continuity the right slope is $\langle L|F|L\rangle$, and likewise the left slope is $\langle H|F|H\rangle$. These are expectation values of the non-local $F$. The constant in $v$ is free, so one of them can be made to coincide with a Kohn-Sham eigenvalue, but their difference need not equal the Kohn-Sham gap. Stage 2 is the step that is lost: general rotations leave the admitted set, so $F$ need not commute with $\gamma$.

On the ring with $\alpha=1$, $M=16$ and cell-periodic potentials, the only parameter is the stagger amplitude, found by bounded one-dimensional minimisation. The Kohn-Sham gap is $3.58647$ eV. The difference of Richardson slopes is $6.57419$ eV, equal to $\langle L|F|L\rangle-\langle H|F|H\rangle=6.57419$ eV. The exchange derivative discontinuity is $6.57419-3.58647=2.98772$ eV. The GKS gap of HF on the same ring is $6.57829$ eV, only $0.0041$ eV above the OEP slope gap, and the OEP total energy lies $0.00118$ eV above the HF one. In this model the two schemes give nearly the same kink in $E(N)$, and only the GKS eigenvalues display it. The closeness is helped by the symmetry of the ring, and nothing here shows how far it carries beyond this model: for every $v>0$ the Kohn-Sham $L$ and $H$ are the alternating single-sublattice states with energies $\pm v$, which by the reflection argument of Stage 6 are also eigenvectors of the HF operator.

### Functionals that are not continuously differentiable

A power functional has the exchange-like term $-\tfrac12\sum_{jk}f_j^pf_k^pK_{jk}$ with $p<1$, natural occupations $f_j$ and exchange integrals $K_{jk}\ge0$. Placing $\delta$ in an empty orbital $a$ of a projector changes this term by $-\delta^p\sum_iK_{ia}-\tfrac12\delta^{2p}K_{aa}$, whose slope diverges as $\delta\to0$ when some $K_{ia}>0$. Moving $\delta$ from an occupied orbital to $a$ costs order $\delta$ and gains order $\delta^p$, so a projector cannot be the minimiser. Both assumptions of Theorem A fail.

In an exact GKS scheme the part of the energy not treated through $\gamma$ is an implicit functional. The exact energy of an ensemble is linear in the weights of its integer-$N$ members, so the minimum at fixed mean number is the lower convex hull of the integer energies, with slopes $-I$ and $-A$ on the two sides of $N$ when those energies are convex. Nothing in the argument above makes the derivative of the implicit remainder continuous across integer $N$. Where it jumps, $\omega(\eta)$ does not tend to zero, and Theorem A does not apply as stated. If the jump is a constant $\Delta$ times the identity and $F$ is continuous on each side, (4) and (5) involve only traces between $N$ and $N+\delta$ and hold with the electron-rich limit of $F$, so the right slope is the $\varepsilon_L$ of the electron-deficient operator plus $\Delta$. That the jump has this form is assumed here, not shown.
